# Seniority and Coulomb mixing of the two $^2D$ terms of $d^3$, part 1

(Sections cited here and not found follow in the second part.)

Anyone setting up the electrostatic energy matrix of a $d^3$ ion in $LS$ coupling finds that the labels $S, L, M_S, M_L$ do not name every state, because $^2D$ occurs twice. Two decisions follow. A further label must be chosen, since parentage coefficients and matrix elements mean nothing until the basis of this two-dimensional space is fixed. And one must decide whether the two labelled states may each be given their own diagonal energy, or whether the $2\times2$ block has to be diagonalized. The label is Racah's seniority $v$, read from the eigenvalue of the pairing operator $Q$,

$$Q(N,v)=\tfrac14\,(N-v)(4l+4-N-v).$$

It separates the two $^2D$ states of $d^3$ into $v=1$ with $Q=4$ and $v=3$ with $Q=0$. In $d^3$ Coulomb repulsion does not commute with $Q$: it mixes the two $^2D$ states, so within this pair seniority labels basis states and not energy eigenstates. The other terms of $d^3$ occur once each and keep a sharp $v=3$. In the single-configuration model of Mo$^{3+}$ computed below, dropping the off-diagonal element puts the lower $^2D$ too high by 30% of its excitation energy above $^4F$.

## The operator

All $N$ electrons occupy one shell $nl$ with a common radial function. The operator $a^\dagger_{m\sigma}$ creates an electron with orbital projection $m$ and spin $\sigma$. Phases are those of Condon and Shortley, $l_+|m\rangle=c(m)|m+1\rangle$ with $c(m)=\sqrt{l(l+1)-m(m+1)}$. Since $(-m-1)(-m)=m(m+1)$, one has $c(-m-1)=c(m)$.

The pairing operator is $Q=\sum_{i<j}q_{ij}$, where $q_{ij}$ acts on the orbital coordinates of electrons $i$ and $j$ and equals $2l+1$ times the projector on their state of total orbital momentum zero. That state has $M_L=0$, so it is $\sum_m\phi_m|m\rangle|-m\rangle$, and $L_+$ must annihilate it. The component $|m+1\rangle|-m\rangle$ of the result comes from raising the first electron in term $m$ and the second in term $m+1$, so $\phi_mc(m)+\phi_{m+1}c(-m-1)=0$. The two $c$ factors are equal, the amplitudes alternate, and $\phi_m=(-1)^m/\sqrt{2l+1}$.

A symmetric two-body operator has the second-quantized form $\tfrac12\sum\langle pq|g|rs\rangle a^\dagger_pa^\dagger_qa_sa_r$. Here the matrix element factorizes into the pair amplitude for $pq$ times that for $rs$, with each spin conserved, so

$$Q=\frac{2l+1}{2}\sum_{\sigma\sigma'}B^\dagger_{\sigma\sigma'}B_{\sigma\sigma'},\qquad B^\dagger_{\sigma\sigma'}=\sum_m\phi_m\,a^\dagger_{m\sigma}a^\dagger_{-m\sigma'} .$$

Anticommuting the two creators and renaming $m\to-m$, with $\phi_{-m}=\phi_m$, gives $B^\dagger_{\sigma\sigma'}=-B^\dagger_{\sigma'\sigma}$. Equal spins therefore give zero, and the two unequal-spin terms are equal to each other because the sign enters twice. With

$$A^\dagger=\sum_{m=-l}^{l}b^\dagger_m,\qquad b^\dagger_m=(-1)^m a^\dagger_{m\uparrow}a^\dagger_{-m\downarrow},$$

one has $B^\dagger_{\uparrow\downarrow}=A^\dagger/\sqrt{2l+1}$ and

$$Q=\tfrac12\,(A^\dagger A+A^\dagger A)=A^\dagger A .$$

$A^\dagger$ leaves $S, L, M_S, M_L$ unchanged. Each $b^\dagger_m$ adds zero to $M_L$ and $M_S$. A one-body operator $X$ obeys $[X,a^\dagger_pa^\dagger_q]=[X,a^\dagger_p]a^\dagger_q+a^\dagger_p[X,a^\dagger_q]$, and $[L_+,a^\dagger_{m\sigma}]=c(m)a^\dagger_{m+1,\sigma}$, so the coefficient of $a^\dagger_{m+1\uparrow}a^\dagger_{-m\downarrow}$ in $[L_+,A^\dagger]$ is $(-1)^mc(m)+(-1)^{m+1}c(-m-1)=0$. For the spin, $[S_+,A^\dagger]=\sum_m(-1)^ma^\dagger_{m\uparrow}a^\dagger_{-m\uparrow}$, which is proportional to $B^\dagger_{\uparrow\uparrow}=0$, and $[S_-,A^\dagger]\propto B^\dagger_{\downarrow\downarrow}=0$. Finally $[L_-,A^\dagger]=0$ by the same cancellation with $m\to-m$. Hence $A^\dagger$, $A$ and $Q$ commute with $\mathbf L$ and $\mathbf S$, and $Q$ can be diagonalized together with $L^2$, $S^2$, $L_z$, $S_z$.

The two spin-orbitals $(m\uparrow)$ and $(-m\downarrow)$ will be called level $m$. The $2l+1$ levels share out all $4l+2$ spin-orbitals, none twice.

## First derivation: quasispin

Operators $b_m$ and $b^\dagger_{m'}$ of different levels commute, since each is a product of two fermion operators and they share no mode. Within one level, with occupation operators $n_1,n_2$, one has $b^\dagger b=n_1n_2$ and $b\,b^\dagger=(1-n_1)(1-n_2)$, so $[b_m,b_m^\dagger]=1-n_1-n_2$. Summing over levels,

$$[A,A^\dagger]=2l+1-\hat N,\qquad[\hat N,A^\dagger]=2A^\dagger ,$$

the second because $A^\dagger$ adds two electrons. Define $K_+=A^\dagger$, $K_-=A$, $K_0=\tfrac12(\hat N-2l-1)$. Then $[K_0,K_\pm]=\pm K_\pm$ and $[K_+,K_-]=2K_0$, the commutation rules of an angular momentum, called quasispin. It acts across electron numbers: the eigenvalue of $K_0$ is $M=\tfrac12(N-2l-1)$.

The combination $K^2=K_+K_-+K_0^2-K_0$ commutes with $K_+$. The three pieces are $[K_+K_-,K_+]=K_+[K_-,K_+]=-2K_+K_0$; $[K_0^2,K_+]=K_0K_++K_+K_0=K_+(2K_0+1)$, using $K_0K_+=K_+(K_0+1)$; and $[K_0,K_+]=K_+$. The sum $-2K_+K_0+2K_+K_0+K_+-K_+$ vanishes.

A state $|v\rangle$ of $v$ electrons with $A|v\rangle=0$ contains no $L=0$ pair that could be removed. That state, and every nonzero state $(A^\dagger)^k|v\rangle$ built on it, is said to have seniority $v$. On $|v\rangle$ the eigenvalue of $K_0$ is $-K$ with

$$K=\tfrac12(2l+1-v),$$

and since $K_-|v\rangle=0$, the eigenvalue of $K^2$ is $K^2+K$. Because $K^2$ commutes with $K_+$, the state $(A^\dagger)^k|v\rangle$, with $N=v+2k$ electrons, keeps this eigenvalue. Solving the definition of $K^2$ for $Q=K_+K_-$,

$$Q=K(K+1)-M(M-1)=(K+M)(K-M+1).$$

The factors are $K+M=\tfrac12(N-v)$ and $K-M+1=\tfrac12(2l+1-v-N+2l+1+2)=\tfrac12(4l+4-N-v)$. Their product is $\tfrac14(N-v)(4l+4-N-v)$.

It remains to show that these states exhaust the shell, and which $v$ occur. In a finite-dimensional space the kernel of $A$ is the orthogonal complement of the range of $A^\dagger$, so every $N$-electron state is a state annihilated by $A$ plus $A^\dagger$ acting on some $(N-2)$-electron state. Repeating this for the $(N-2)$-electron state, down to one or zero electrons, writes any state as a sum of terms $(A^\dagger)^k|v\rangle$ with $v\equiv N\pmod 2$. No other eigenvalue can occur.

For a normalized state with labels $K,M$,

$$\|K_+|K,M\rangle\|^2=\langle K_+K_--2K_0\rangle=K(K+1)-M(M+1)=(K-M)(K+M+1).$$

At $M=-K$ this is $2K$, which cannot be negative, so $v\le2l+1$. It stays positive as $M$ climbs in unit steps until $M=K$, which is reached because $2K$ is an integer, and there it vanishes. The ladder runs from $N=v$ to $N=4l+2-v$, so $v\le\min(N,\,4l+2-N)$. Along the ladder $K_+$ multiplies all norms by the same positive factor, so the number $d_v$ of independent states of seniority $v$ is the same at every $N$ on it. At fixed $N$ different $v$ have different eigenvalues, since $4Q=N(4l+4-N)-v(4l+4-v)$ and $v(4l+4-v)$ increases for $v<2l+2$. For $N=v\le2l+1$ all seniorities $v,v-2,\dots$ are allowed, so $\binom{4l+2}{v}=d_v+d_{v-2}+\dots$; subtracting the same equation for $v-2$ gives

$$d_v=\binom{4l+2}{v}-\binom{4l+2}{v-2},$$

where the second term is zero for $v<2$.

## Second derivation: counting pair configurations

This road uses no commutator algebra. It works in the basis of determinants and builds the eigenvectors.

In a determinant each level is empty, singly occupied or doubly occupied. On a singly occupied level $b_m$ gives zero, because one of its two spin-orbitals is empty, and $b^\dagger_m$ gives zero, because the other is full. Such a level is blocked. Since $A$ and $A^\dagger$ never touch a blocked level, $Q$ does not connect determinants that differ in their unpaired electrons. Fix $s$ unpaired electrons in $s$ levels, created by some product of $a^\dagger$ operators acting on the vacuum. The other $n'=2l+1-s$ levels are free and hold $p$ pairs, with $N=s+2p$.

The $b^\dagger_a$ of free levels commute with one another and with the creators of the unpaired electrons, and $(b^\dagger_a)^2=0$ by the Pauli principle. A basis state is then a monomial $x_{a_1}\cdots x_{a_p}$ in commuting symbols $x_a\equiv b^\dagger_a$ with $x_a^2=0$, and different monomials are orthonormal. $A^\dagger$ multiplies by $\sum_ax_a$. $A$ deletes one factor in every possible way, because $b_a$ returns a full level to empty with coefficient $+1$ ($b\,b^\dagger=1$ on an empty level) and annihilates an empty one.

Let $e_k$ be the sum of all monomials of degree $k$ in a set of $n$ levels; it is nonzero for $0\le k\le n$. In $Ae_k$ a given monomial of degree $k-1$ arises once for each of the $n-(k-1)$ levels it does not contain. In $A^\dagger e_{k-1}$ a given monomial of degree $k$ arises once for each of its $k$ factors. So

$$Ae_k=(n-k+1)\,e_{k-1},\qquad A^\dagger e_{k-1}=k\,e_k,\qquad Qe_k=k(n-k+1)\,e_k .$$

Now take two free levels $a,b$ and a state $(x_a-x_b)f$, where $f$ involves neither. Deleting $x_a$ gives $+f$ and deleting $x_b$ gives $-f$; these cancel, leaving only deletions inside $f$. Multiplying by $x_a+x_b$ gives $(x_a^2-x_b^2)f=0$, leaving only multiplications by the other levels. A pair placed in the difference $x_a-x_b$ thus removes two levels from play as completely as two unpaired electrons do. Choose $j$ disjoint couples of free levels and form

$$\Psi=\prod_{i=1}^{j}(x_{a_i}-x_{b_i})\;e_k ,$$

with $e_k$ built on the $n=n'-2j$ remaining levels. Then $Q\Psi=k(n-k+1)\Psi$. The inert part holds $v=s+2j$ electrons and uses up $s+2j=v$ levels, so $n=2l+1-v$ and $k=\tfrac12(N-v)$. Therefore

$$Q=\frac{N-v}{2}\Big(2l+2-v-\frac{N-v}{2}\Big)=\tfrac14(N-v)(4l+4-N-v).$$

The member with $k=0$ has $v$ electrons and is annihilated by $A$, and $(A^\dagger)^k$ turns it into $k!\,\Psi$, so this $v$ is the seniority defined before. The condition $0\le k\le n$ reads $v\le N$ and $N+v\le4l+2$.

Completeness follows by induction on the number of pairs. The claim is that on any set of free levels every monomial of degree $p$ is a combination of states $\Psi$. For $p=0$ the monomial is $e_0$. Suppose the claim holds for $p-1$ on every set. Two monomials of degree $p$ that differ by one exchanged level have the difference $(x_a-x_b)\mu$, with $\mu$ of degree $p-1$ on the set without $a$ and $b$. By hypothesis $\mu$ is a combination of states $\Psi$ on that smaller set, and multiplying each by $x_a-x_b$ gives a state $\Psi$ on the full set. Any two monomials of degree $p$ are linked by a chain of single exchanges, so every difference of two monomials lies in the span. A monomial equals the average of all of them, which is $e_p/\binom{n'}{p}$, plus the average of its differences from them. Both parts lie in the span.

The states $\Psi$ are not all independent, but the multiplicity needs only this: $A^\dagger$ maps the span with labels $(v,k)$ onto the span with $(v,k+1)$, and $AA^\dagger$ acts on the first as the number $(k+1)(n-k)$, which is nonzero for $k<n$. The map is one-to-one, $d_v$ does not depend on $N$, and the subtraction of binomials goes through as before.

## What each derivation assumes

Both start from $Q=A^\dagger A$ with $A^\dagger$ an equal-weight sum of pair creators over $\Omega=2l+1$ disjoint levels. Neither uses rotational symmetry after that point, so both give $\tfrac14(N-v)(2\Omega+2-N-v)$ for any such set of $\Omega$ levels. Rotational symmetry enters only in fixing the equal weights and in allowing $v$ to be attached to an $LS$ term.

The quasispin proof uses only the commutators, the fact that $A$ and $A^\dagger$ are adjoints under a positive scalar product, and finite dimension. It never chooses a basis, so it combines directly with any operator that commutes with $A^\dagger$: a term $^{2S+1}L$ that first appears with $A|v\rangle=0$ reappears with the same $S,L$ at $N=v+2,v+4,\dots$ up to $N=4l+2-v$ (a term with $v=2l+1$ occurs at half filling only). It shows that the states $(A^\dagger)^k|v\rangle$ are eigenvectors but does not construct the starting states $|v\rangle$ explicitly.

The counting proof uses the determinant basis, $x_a^2=0$, and the fact that $A^\dagger$ treats all free levels alike. It gives explicit eigenvectors and shows why the Pauli principle lowers the eigenvalue: each unit of seniority removes one level from the $2l+1$ among which pairs can move. Its eigenvectors have good $M_L$ and $M_S$ but in general not good $L$ and $S$, and its separate numbers $s$ and $j$ depend on the quantization axis; only $v=s+2j$, being fixed by the eigenvalue of the scalar $Q$, is invariant.

The two proofs also fail differently. If the nonzero weights are made unequal in magnitude, $A^\dagger=\sum_mg_mb^\dagger_m$, the commutator becomes $\sum_mg_m^2(1-n_1-n_2)$, which is no longer a function of $\hat N$. Its commutator with $A^\dagger$ is $-2\sum_mg_m^3b^\dagger_m$, not a multiple of $A^\dagger$, so the three operators no longer close among themselves. In the counting picture the blocked levels stay blocked, so $s$ is still conserved, but on two levels with $g_a^2\ne g_b^2$ no combination $\alpha x_a+\beta x_b$ is inert: deletion gives $\alpha g_a+\beta g_b$, multiplication by $g_ax_a+g_bx_b$ gives $(\alpha g_b+\beta g_a)x_ax_b$, and both vanish together only if $g_a^2=g_b^2$. Inert couples survive only among levels of equal $|g_m|$, and when all the $|g_m|$ differ there are none. States annihilated by $A$ remain, $g_bx_a-g_ax_b$ for one, and in the same number, since $x_a\to x_a/g_a$ maps the old kernel onto the new; what is lost is the ladder, because $A^\dagger$ no longer carries them into eigenvectors of $Q$.

Three limits check the formula. For $N=2$, $v=0$ it gives $2l+1$, the definition of $q$. For $v=N$ it gives zero. For the full shell, $N=4l+2$ and $v=0$, it gives $2l+1$ again, which agrees with $A^\dagger A=AA^\dagger+\hat N-2l-1$ acting on a state that $A^\dagger$ annihilates. Away from half filling, $N=2l+1$, the eigenvalue is not symmetric between particles and holes: reversing $M$ in $K(K+1)-M(M-1)$ gives $Q(N,v)-Q(4l+2-N,v)=2M=N-2l-1$. Numerical diagonalization reproduces eigenvalues and multiplicities for every $s^N,p^N,d^N,f^N$; for $d^5$, for example, the values $0,2,6$ occur $132,110,10$ times.

## The two $^2D$ states of $d^3$

For $l=2$, $N=3$ the formula gives $Q(3,1)=\tfrac14\cdot2\cdot8=4$ with $d_1=10$, and $Q(3,3)=0$ with $d_3=120-10=110$. The ten states of seniority 1 are $A^\dagger a^\dagger_{m\sigma}|0\rangle$. They carry the $S=\tfrac12$, $L=2$ of the single electron and form exactly one $^2D$ term. Any other $^2D$ has $v=3$.

Write $|m_1\,m_2;m_3\rangle=a^\dagger_{m_1\uparrow}a^\dagger_{m_2\uparrow}a^\dagger_{m_3\downarrow}|0\rangle$ with $m_1>m_2$. The sector $M_L=2$, $M_S=\tfrac12$ contains six determinants, with amplitudes $c_1,\dots,c_6$ in the order

$$|2\,1;-1\rangle,\ |2\,0;0\rangle,\ |2\,{-1};1\rangle,\ |2\,{-2};2\rangle,\ |1\,0;1\rangle,\ |1\,{-1};2\rangle .$$

A state with $L=M_L=2$ obeys $L_+\psi=0$. With $c(-2)=c(1)=2$ and $c(-1)=c(0)=\sqrt6$, and dropping raisings into an occupied spin-orbital, the coefficients of the four determinants with $M_L=3$ are

$$|2\,1;0\rangle:\ \sqrt6\,c_1+\sqrt6\,c_2=0,\qquad|2\,0;1\rangle:\ \sqrt6\,c_2+\sqrt6\,c_3+2c_5=0,$$

$$|2\,{-1};2\rangle:\ 2c_3+2c_4+2c_6=0,\qquad|1\,0;2\rangle:\ 2c_5+\sqrt6\,c_6=0 .$$

No reordering signs arise, because each raising keeps $m_1>m_2$. Taking $c_2$ and $c_6$ as free, $c_1=-c_2$, $c_5=-\tfrac{\sqrt6}{2}c_6$, $c_3=c_6-c_2$ and $c_4=c_2-2c_6$: two solutions. Both are doublets. $S_+$ turns the down spin up; the determinants $|2\,0;0\rangle$, $|2\,{-2};2\rangle$, $|1\,0;1\rangle$ give zero, and the other three give the all-up determinant of $m=2,1,-1$ with coefficient $c_1-c_3+c_6$ (one transposition for $c_3$, a cyclic permutation for $c_6$). This equals $-c_2-c_6+c_2+c_6=0$, so $S=M_S=\tfrac12$.

For the seniority-1 state, $b^\dagger_m$ commutes with $a^\dagger_{2\uparrow}$ and the term $m=2$ is blocked:

$$A^\dagger a^\dagger_{2\uparrow}|0\rangle=\sum_{m\ne2}(-1)^m|2\,m;-m\rangle .$$

Its squared norm is 4, as $k(n-k+1)$ requires for $k=1$, $n=4$, and

$$\psi_1=\tfrac12\,(-1,\,1,\,-1,\,1,\,0,\,0).$$

The seniority-3 state must obey $A\psi=0$. In this sector $A\psi$ can only be a multiple of $a^\dagger_{2\uparrow}|0\rangle$, the one-electron state with $M_L=2$, $M_S=\tfrac12$, and the multiple is the overlap with $A^\dagger a^\dagger_{2\uparrow}|0\rangle$:

$$-c_1+c_2-c_3+c_4=c_2+c_2-(c_6-c_2)+(c_2-2c_6)=4c_2-3c_6=0 .$$

Choosing $c_6=4$, $c_2=3$ gives $c_1=-3$, $c_3=1$, $c_4=-5$, $c_5=-2\sqrt6$, with squared norm $9+9+1+25+24+16=84$:

$$\psi_3=\tfrac1{\sqrt{84}}\,(-3,\,3,\,1,\,-5,\,-2\sqrt6,\,4).$$

The overall sign, $c_6>0$, is a convention that fixes the sign of every $1$–$3$ matrix element below. The counting picture is visible in this vector. The first four determinants have level 2 blocked and one pair on levels $1,0,-1,-2$; including the factor $(-1)^m$ of $b^\dagger_m$, the pair amplitudes are $3,3,-1,-5$. They sum to zero, so they form a combination of differences, $s=1$, $j=1$. The last two determinants have three blocked levels, $s=3$, $j=0$. In $\psi_1$ the four pair amplitudes are all $+\tfrac12$, the state $e_1$.

Seniority succeeds here because the two terms differ in $v$, and this is not guaranteed. In $f^3$ the 14 states of $v=1$ form one $^2F$ and the other 350 have $v=3$. With $M_S=\tfrac12$, the up-spin couples with $m_1+m_2=5,4,3,2$ number $1,1,2,2$, giving four determinants at $M_L=6$ and six at $M_L=5$, hence two terms with $L=5$. With $M_S=\tfrac32$ there is one determinant at $M_L=6$ and one at $M_L=5$, hence no quartet with $L=5$. The two $^2H$ terms both have $v=3$, and $Q$ cannot tell them apart.

The eigenvalues of $Q$ have been derived in two ways, and the two $^2D$ states of $d^3$ have been constructed explicitly as $\psi_1$ (seniority 1) and $\psi_3$ (seniority 3). It remains to find their parentage coefficients, to build and diagonalize the Coulomb block that mixes them, and to evaluate it for Mo$^{3+}$.
